# Hubbard vertex in GW: the electron gas chemical potential: test program

```python
"""Chemical potential of the electron gas at rs = 4 with Hubbard's local field.

Result under test (Hartree atomic units):
  mu = kF^2/2 - kF/pi + Sigma_c,
  Sigma_c = (kF/pi^2) Int dz du w(z,u) ln{[(1+z)^2+u^2]/[(1-z)^2+u^2]},
  z = q/(2 kF), u = omega/(q kF) on the imaginary frequency axis.
With a = -v chi0 >= 0, local field G and g = 1-G, the factor w is
  RPA: -a/(1+a);  vertex in W only: -a/(1+g a);
  vertex in W and Sigma: -g a/(1+g a).
Hubbard: G = (1/2) q^2/(q^2 + b kF^2) with b = 1.
The reference is the chemical potential of fits to quantum Monte Carlo data.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
RS = 4.0
KF = (9 * np.pi / 4) ** (1 / 3) / RS
DENSITY = KF**3 / (3 * np.pi**2)


def lindhard_bracket(z, u):
    """B in chi0(q, i omega) = -(kF / 2 pi^2) B(z, u)."""
    log_term = np.log1p(4 * z / ((1 - z) ** 2 + u**2))
    angles = np.arctan2(1 + z, u) + np.arctan2(1 - z, u)
    return 1 + (1 + u**2 - z**2) / (4 * z) * log_term - u * angles


def screening_a(z, u, kf):
    return lindhard_bracket(z, u) / (2 * np.pi * kf * z**2)


def local_field(q, k_field, b=1.0):
    return 0.5 * q**2 / (q**2 + b * k_field**2)


def make_grid(n):
    """Nodes graded towards z = 1, u = 0, where the logarithm is singular."""
    x, wx = np.polynomial.legendre.leggauss(n)
    t, wt = (x + 1) / 2, wx / 2
    z_max = 60.0
    z = np.concatenate([1 - t**2, 1 + (z_max - 1) * t**3])
    wz = np.concatenate([2 * t * wt, 3 * (z_max - 1) * t**2 * wt])
    u = (t / (1 - t)) ** 2
    wu = 2 * t / (1 - t) ** 3 * wt
    return z[:, None], u[None, :], wz[:, None] * wu[None, :]


GRID = make_grid(180)


def field_on_grid(z, kf, k_field, b, mode):
    if mode == "RPA":
        return np.zeros_like(z)
    return local_field(2 * kf * z, k_field, b)


def sigma_c(mode, b=1.0, grid=GRID):
    z, u, weight = grid
    a = screening_a(z, u, KF)
    g = 1 - field_on_grid(z, KF, KF, b, mode)
    numerator = g * a if mode == "both" else a
    kernel = np.log1p(4 * z / ((1 - z) ** 2 + u**2))
    return -KF / np.pi**2 * np.sum(weight * numerator / (1 + g * a) * kernel)


def energy_density(mode, kf, k_field):
    """Coupling-integrated energy; for 'W only' an auxiliary functional."""
    z, u, weight = GRID
    a = screening_a(z, u, kf)
    g = 1 - field_on_grid(z, kf, k_field, 1.0, mode)
    bracket = np.log1p(g * a) / g - a
    if mode == "W only":
        bracket = bracket / g
    return 4 * kf**5 / np.pi**3 * np.sum(weight * z**3 * bracket)


def density_derivative(mode, field_follows_density):
    h = 2e-3 * KF
    k_plus, k_minus = KF + h, KF - h
    f_plus = k_plus if field_follows_density else KF
    f_minus = k_minus if field_follows_density else KF
    change = (energy_density(mode, k_plus, f_plus)
              - energy_density(mode, k_minus, f_minus))
    return change / ((k_plus**3 - k_minus**3) / (3 * np.pi**2))


def fit_energy_and_mu(name, density):
    exc, vxc = libxc.eval_xc("," + name, np.array([density]), spin=0, deriv=1)[:2]
    return float(np.ravel(exc)[0]), float(np.ravel(vxc[0])[0])


# Vertex algebra: solve the coupled linear equations, then compare.
v, f, c0, Gam, W, chi = sp.symbols("v f c0 Gam W chi")
gam_sol = sp.solve(sp.Eq(Gam, 1 + f * c0 * Gam), Gam)[0]
w_sol = sp.solve(sp.Eq(W, v + v * c0 * gam_sol * W), W)[0]
chi_sol = sp.solve(sp.Eq(chi, c0 + c0 * (v + f) * chi), chi)[0]
assert sp.simplify(w_sol - (v + v**2 * chi_sol)) == 0
G_s, a_s = sp.symbols("G a")
to_a = {f: -v * G_s, c0: -a_s / v}
only_s = sp.simplify((w_sol / v - 1).subs(to_a, simultaneous=True))
both_s = sp.simplify((w_sol * gam_sol / v - 1).subs(to_a, simultaneous=True))
assert sp.simplify(only_s + a_s / (1 + (1 - G_s) * a_s)) == 0
assert sp.simplify(both_s + (1 - G_s) * a_s / (1 + (1 - G_s) * a_s)) == 0

# Lindhard function against its defining integral over occupied states.
x, wx = np.polynomial.legendre.leggauss(240)
k, wk = KF * (x + 1) / 2, KF * wx / 2
for q, omega in ((0.3, 0.1), (0.9, 0.15), (1.7, 0.4)):
    delta = q**2 / 2 + k[:, None] * q * x[None, :]
    integrand = k[:, None] ** 2 * delta / (omega**2 + delta**2)
    direct = -np.sum(wk[:, None] * wx[None, :] * integrand) / np.pi**2
    closed = -KF / (2 * np.pi**2) * lindhard_bracket(q / (2 * KF), omega / (q * KF))
    assert abs(direct - closed) < 1e-8

# Exchange at the Fermi surface from its integral.
exchange_integral = quad(lambda s: s * np.log((1 + s) / (1 - s)), 0, 1)[0]
sigma_x = -KF / np.pi * exchange_integral
assert abs(sigma_x + KF / np.pi) < 1e-8

# One-boson model: imaginary-axis integral against perturbation theory.
boson = 0.7
for xi in (0.4, -0.4):
    value = quad(lambda w: -2 * boson / (w**2 + boson**2) * xi / (w**2 + xi**2)
                 / np.pi, 0, np.inf)[0]
    perturbation = 1 / (-xi - boson) if xi > 0 else 1 / (-xi + boson)
    assert abs(value - perturbation) < 1e-7

# Angular integral of the propagator against the logarithmic kernel.
q, omega = 0.8, 0.2
xi_x = q**2 / 2 + KF * q * x
angular = np.sum(wx * np.real(-1 / (1j * omega - xi_x)))
z_t, u_t = q / (2 * KF), omega / (q * KF)
log_kernel = np.log(((1 + z_t) ** 2 + u_t**2) / ((1 - z_t) ** 2 + u_t**2))
assert abs(angular - log_kernel / (2 * KF * q)) < 1e-9

# Self-energies, grid refinement and frozen-field energy derivatives.
MODES = ("RPA", "W only", "both")
sig = {m: sigma_c(m) for m in MODES}
coarse = make_grid(120)
slope = {m: density_derivative(m, False) for m in MODES}
for m in MODES:
    assert abs(sig[m] - sigma_c(m, grid=coarse)) < 1e-5
    assert abs(sig[m] - slope[m]) < 1e-5
assert sig["W only"] < sig["RPA"] < sig["both"]
full_slope = density_derivative("both", True)
rearrangement = full_slope - slope["both"]

# RPA energy and potential against an independent published fit.
eps_rpa = energy_density("RPA", KF, KF) / DENSITY
eps_fit, mu_fit = fit_energy_and_mu("LDA_C_PW_RPA", DENSITY)
assert abs(eps_rpa - eps_fit) < 5e-4
assert abs(sig["RPA"] - mu_fit) < 1e-3

# Quantum Monte Carlo reference through three fits.
FITS = {"Perdew-Wang": "LDA_C_PW", "Perdew-Zunger": "LDA_C_PZ",
        "Vosko-Wilk-Nusair": "LDA_C_VWN"}
qmc = {label: fit_energy_and_mu(code, DENSITY)[1] for label, code in FITS.items()}
ref = qmc["Perdew-Wang"]
assert max(qmc.values()) - min(qmc.values()) < 1e-3
assert abs(sig["both"] - ref) < abs(sig["RPA"] - ref) < abs(sig["W only"] - ref)

# Small-q coefficient gamma in G -> gamma (q/kF)^2 from the compressibility.
step = 1e-3 * DENSITY
f_c = (fit_energy_and_mu("LDA_C_PW", DENSITY + step)[1]
       - fit_energy_and_mu("LDA_C_PW", DENSITY - step)[1]) / (2 * step)
f_x = -KF / (3 * np.pi * DENSITY)
gamma_qmc = -KF**2 / (4 * np.pi) * (f_x + f_c)
gamma_hub = local_field(1e-4 * KF, KF) / 1e-8
b_corr = 1 / (2 * gamma_qmc)
sig_corr = {m: sigma_c(m, b=b_corr) for m in ("W only", "both")}
assert sig_corr["W only"] < sig["RPA"] < sig_corr["both"]


def inverse_vertex(z, kf, b=1.0):
    """1/Gamma at zero frequency."""
    return 1 - local_field(2 * kf * z, kf, b) * screening_a(z, 0.0, kf)


z_pole = brentq(lambda z: inverse_vertex(z, KF), 0.01, 0.99)
limit_hub = inverse_vertex(1e-3, KF)
limit_corr = inverse_vertex(1e-3, KF, b_corr)
assert abs(limit_hub - (1 - 2 / (np.pi * KF))) < 1e-4
rs_pole = KF * RS * np.pi / 2
for factor, sign in ((0.98, 1), (1.02, -1)):
    assert sign * inverse_vertex(1e-3, KF * RS / (factor * rs_pole)) > 0
a_pole = screening_a(z_pole, 0.0, KF)
g_pole = 1 - local_field(2 * KF * z_pole, KF)
product_at_pole = 1 / (1 + g_pole * a_pole)
assert 0 < product_at_pole < 1 and limit_hub < 0 < limit_corr

e_fermi = KF**2 / 2
base = e_fermi + sigma_x
print(f"rs = {RS:.1f} bohr")
print(f"kF = {KF:.5f} 1/bohr")
print(f"density = {DENSITY:.6f} 1/bohr^3")
print(f"Hartree energy = {EV:.5f} eV")
print(f"Fermi energy kF^2/2 = {e_fermi * EV:.3f} eV")
print(f"exchange Sigma_x(kF) = {sigma_x * EV:.3f} eV")
for m in MODES:
    print(f"Sigma_c, {m} = {sig[m] * EV:.3f} eV")
    print(f"energy derivative at fixed G, {m} = {slope[m] * EV:.3f} eV")
for label, value in qmc.items():
    print(f"QMC mu_c, {label} fit = {value * EV:.3f} eV")
for m in MODES:
    total = base + sig[m]
    print(f"mu, {m} = {total * EV:.3f} eV = {total:.5f} hartree")
print(f"mu, QMC (Perdew-Wang) = {(base + ref) * EV:.3f} eV"
      f" = {base + ref:.5f} hartree")
for m in MODES:
    print(f"mu minus QMC, {m} = {(sig[m] - ref) * EV:+.3f} eV")
print(f"RPA correlation energy per electron = {eps_rpa * EV:.3f} eV")
print(f"same, published RPA fit = {eps_fit * EV:.3f} eV")
print(f"Hubbard mu_c, G following density = {full_slope * EV:.3f} eV")
print(f"rearrangement term = {rearrangement * EV:+.3f} eV")
print(f"small-q coefficient, Hubbard = {gamma_hub:.4f} (no unit)")
print(f"small-q coefficient, QMC = {gamma_qmc:.4f} (no unit)")
print(f"static 1/Gamma at q->0, Hubbard = {limit_hub:.4f} (no unit)")
print(f"static 1/Gamma at q->0, corrected = {limit_corr:.4f} (no unit)")
print(f"rs above which Gamma has a static pole = {rs_pole:.3f} bohr")
print(f"pole position q/kF at rs = 4: {2 * z_pole:.4f} (no unit)")
print(f"W Gamma / v at the pole = {product_at_pole:.4f} (no unit)")
print(f"corrected denominator parameter b = {b_corr:.4f} (no unit)")
for m in ("W only", "both"):
    print(f"corrected G: Sigma_c, {m} = {sig_corr[m] * EV:.3f} eV")
    print(f"corrected G: mu, {m} = {(base + sig_corr[m]) * EV:.3f} eV")
    print(f"corrected G: minus QMC, {m} = {(sig_corr[m] - ref) * EV:+.3f} eV")
print("verified")
```

Running it gives:

```
rs = 4.0 bohr
kF = 0.47979 1/bohr
density = 0.003730 1/bohr^3
Hartree energy = 27.21139 eV
Fermi energy kF^2/2 = 3.132 eV
exchange Sigma_x(kF) = -4.156 eV
Sigma_c, RPA = -1.455 eV
energy derivative at fixed G, RPA = -1.455 eV
Sigma_c, W only = -1.590 eV
energy derivative at fixed G, W only = -1.590 eV
Sigma_c, both = -1.139 eV
energy derivative at fixed G, both = -1.139 eV
QMC mu_c, Perdew-Wang fit = -1.021 eV
QMC mu_c, Perdew-Zunger fit = -1.029 eV
QMC mu_c, Vosko-Wilk-Nusair fit = -1.019 eV
mu, RPA = -2.479 eV = -0.09109 hartree
mu, W only = -2.614 eV = -0.09605 hartree
mu, both = -2.163 eV = -0.07950 hartree
mu, QMC (Perdew-Wang) = -2.044 eV = -0.07513 hartree
mu minus QMC, RPA = -0.434 eV
mu minus QMC, W only = -0.569 eV
mu minus QMC, both = -0.119 eV
RPA correlation energy per electron = -1.274 eV
same, published RPA fit = -1.274 eV
Hubbard mu_c, G following density = -1.193 eV
rearrangement term = -0.054 eV
small-q coefficient, Hubbard = 0.5000 (no unit)
small-q coefficient, QMC = 0.2805 (no unit)
static 1/Gamma at q->0, Hubbard = -0.3269 (no unit)
static 1/Gamma at q->0, corrected = 0.2557 (no unit)
rs above which Gamma has a static pole = 3.015 bohr
pole position q/kF at rs = 4: 0.5421 (no unit)
W Gamma / v at the pole = 0.1136 (no unit)
corrected denominator parameter b = 1.7828 (no unit)
corrected G: Sigma_c, W only = -1.553 eV
corrected G: mu, W only = -2.577 eV
corrected G: minus QMC, W only = -0.532 eV
corrected G: Sigma_c, both = -1.194 eV
corrected G: mu, both = -2.218 eV
corrected G: minus QMC, both = -0.173 eV
verified
```
